Transition Radiation at One Interface from the Mismatch of Formation Lengths, part 1

(Sections cited here and not found follow in the second part.)

## 1. One direction and one frequency

A fast charge moves along the z axis at constant velocity. It leaves a medium, which fills z < 0, and enters vacuum at z = 0. Consider a single light wave of fixed frequency and direction. As the charge advances, the phase of the wave seen at the charge slips, because the charge and the wave do not move along z at the same rate. Suppose that the phase slips by 3 radians per unit length in the medium and by 2 radians per unit length in vacuum. Section 5 shows which direction and frequency give these numbers.

The charge drives the wave with a strength proportional to the sum of its phase factors along the path. On each half-line this sum oscillates without settling, so a weak damping factor exp(−η|z|) is included and η is sent to zero at the end. The vacuum side gives

∫₀^∞ dz exp(2iz − ηz) = 1/(η − 2i) → i/2,

and the medium side gives

∫₋∞^0 dz exp(3iz + ηz) = 1/(η + 3i) → −i/3.

The total is i/2 − i/3 = i/6. Had the phase slipped at 2 radians per unit length on both sides, the total would have been i/2 − i/2 = 0.

This small calculation contains the mechanism. Each side contributes an amplitude whose size is the length over which the phase slips by one radian. In a uniform medium the two contributions cancel, as they must for a charge that moves steadily and does not radiate. At an interface the two lengths differ and the cancellation is incomplete. The remaining work is to find the lengths, to normalize the emission, and to sum over directions and frequencies.

## 2. Setting and conventions

The charge e has speed v and Lorentz factor γ = (1 − v²)^(−1/2) ≫ 1. It crosses the plane z = 0 at normal incidence. Units with ħ = c = 1 and e² = 4πα are used in the derivation, where α is the fine-structure constant. The factor ħ is restored in the main results.

The medium has the permittivity

ε = 1 − χ, χ = ω_p²/ω²,

where ω is the frequency of the light and ω_p is the plasma frequency. This form holds at frequencies well above the resonances of the bound electrons, where the electrons respond as if free. We also take ω ≫ ω_p, so that χ ≪ 1. In vacuum χ = 0.

The motion of the charge is prescribed. This is justified when the photon energy is much smaller than the energy of the charge, so that recoil can be neglected. Absorption of the light and scattering of the charge are left out as well. Both media are taken to be thick and the interface thin, in a sense that sections 5 and 6 make quantitative.

## 3. Photons from a prescribed current

In a large volume V the vector potential is a sum over modes with wave vector **k** and polarization vector **ε**:

**A**(**x**) = Σ (2ωV)^(−1/2) [a **ε** exp(i**k**·**x**) + Hermitian conjugate].

The charge at position **r**(t) couples to the field through −e**v**·**A**(**r**(t)). The equation of motion i da/dt = [a, H] for one mode is then

i da/dt = ωa − e (2ωV)^(−1/2) **v**·**ε*** exp(−i**k**·**r**(t)).

Multiplying by −i exp(iωt) and collecting the two terms in a gives

d/dt [a exp(iωt)] = i e (2ωV)^(−1/2) **v**·**ε*** exp(iωt − i**k**·**r**(t)).

The right-hand side is a number, not an operator. Integrated over all times, it shifts a exp(iωt) by i(2ωV)^(−1/2) M, with

M = e ∫dt **v**·**ε*** exp(iωt − i**k**·**r**(t)).

If the mode starts in its vacuum state, the mean photon number a†a at the end is the squared modulus of the shift, |M|²/(2ωV). The number of modes in d³k is V d³k/(2π)³ for each polarization. The volume cancels, and the mean number of photons emitted is

dN = Σ |M|² d³k / [(2π)³ 2ω].   (1)

The sum runs over the two polarizations. When the total mean number is small, it is also the probability of emitting one photon to leading order in α, which is the tree-level result.

In the presence of the medium, the plane wave exp(i**k**·**x**) is replaced by a mode that extends through both regions. For the permittivity above, the wave equation inside the medium reads k² = ω² − ω_p². The medium thus acts on transverse light like a photon mass ω_p. Because the interface is uniform in x and y, the transverse wave vector **κ** is the same on both sides. We write κ = ω sin θ ≈ ωθ. In vacuum θ is the angle between the photon and the velocity. Inside the medium the angle θ′ obeys √ε sin θ′ = sin θ, so it differs from θ by a relative amount of order χ, which is neglected.

Two further effects of the interface are neglected for now. A wave that meets the surface is partly reflected, with an amplitude of order χ. The reflected part runs against the charge, so its phase slips at a rate of about 2ω and its contribution to the path integral is of order χ/ω. The lengths that will appear below are of order γ²/ω or 1/(ωχ), and are much longer. The second effect is that the field component normal to the surface changes by a relative amount of order χ, because the surface becomes charged. Section 7 treats the fields at the surface directly and confirms that both effects may be dropped.

## 4. The rate of phase slip

On the path of the charge x = y = 0 and t = z/v. The phase in M is therefore

Φ(z) = ∫₀^z q dz′, q = ω/v − k_z.

For large γ,

1/v = (1 − γ^(−2))^(−1/2) ≈ 1 + 1/(2γ²).

The longitudinal wave number follows from k² = εω²:

k_z = (εω² − κ²)^(1/2) ≈ ω(1 − χ − θ²)^(1/2) ≈ ω(1 − χ/2 − θ²/2).

The leading terms ω cancel in the difference, and what remains is a sum of three small positive terms:

q = (ω/2) D, D = γ^(−2) + θ² + χ.   (2)

The first term is the lag of the charge behind light. The second arises because the phase of a wave travelling at an angle changes less per unit length along z, so that its crests move along z faster than light and the charge falls further behind. The third is the effect of the medium. Since ε < 1, the phase velocity in the medium exceeds the speed of light, and q cannot vanish. A charge in this medium therefore emits no Cherenkov radiation.

The length in which the phase slips by one radian is the formation length,

L = 1/q = 2/(ωD).   (3)

Other definitions of this length differ from (3) by a numerical factor. With (3) the amplitude takes its simplest form.

For the polarization, choose one vector perpendicular to the plane that contains **k** and **v**. It is perpendicular to **v**, and that photon is not emitted. The other vector lies in the plane and is perpendicular to **k**, so that |**v**·**ε**| = v sin θ. With dt = dz/v the speed cancels, and up to a sign

M = eθ ∫dz exp(iΦ(z)).   (4)

## 5. Radiation comes from a change of formation length

Since dΦ/dz = q = 1/L, the phase factor can be written as

exp(iΦ) = −iL d/dz exp(iΦ).

Insert this in the integral and integrate by parts:

∫dz exp(iΦ) = −i[L exp(iΦ)] at the ends + i ∫dz exp(iΦ) dL/dz.

The terms at the ends describe a charge that appears suddenly at one place and disappears suddenly at another. To remove them, multiply the integrand by a smooth function g(z) that rises from 0 to 1 and falls back to 0 over a very long distance S. The terms at the ends are then zero, and the derivative acts on the product gL. It produces the desired term with dL/dz and an additional term i∫dz exp(iΦ) L dg/dz. Here dg/dz is of order 1/S. One more integration by parts shows that the additional term is of order L²/S, since d²g/dz² is of order 1/S² over a length S and any jump of L at the interface is multiplied by dg/dz. It vanishes as S grows, and

∫dz exp(iΦ) = i ∫dz exp(iΦ) dL/dz.   (5)

In a uniform medium the right-hand side is zero. For a sharp interface between medium 1 at z < 0 and medium 2 at z > 0, the derivative of L is (L₂ − L₁)δ(z). Because Φ(0) = 0,

∫dz exp(iΦ) = i(L₂ − L₁).   (6)

The opening example is the case θ = 1/γ and ω = γω_p. Then χ = 1/γ², so that D = 2/γ² in vacuum and D = 3/γ² in the medium. In units of 2γ²/ω the lengths are 1/2 and 1/3, and (6) gives i/6 as before.

Equation (5) also tells how thin the interface must be. If L changes over a distance short compared with the formation lengths, Φ hardly varies where dL/dz differs from zero, and (6) holds. If the change is smooth and is spread over many times the longer of the two formation lengths, the factor exp(iΦ) turns many times throughout the layer and the contributions nearly cancel.

The numerical check evaluates the original phase integral, not (5), for the example just given. The slip rate q passes from its medium value to its vacuum value following tanh(z/w). Relative to the sharp interface, the amplitude is 1.000 for w equal to 0.02 vacuum formation lengths, 0.58 for one formation length, and 0.003 for five. In this example, where the two formation lengths are similar, strong radiation thus requires the medium to change within about a formation length.

## 6. How thick the media must be

Equation (5) gives the condition on thickness too. Let the medium be a slab of thickness a with vacuum on both sides. On entering the slab the formation length changes from L_vac to L_med, and on leaving it changes back. If the phase is zero at the first face, it is a/L_med at the second. Hence

∫dz exp(iΦ) = i(L_med − L_vac)[1 − exp(ia/L_med)].

The squared modulus of the bracket is

2 − 2cos(a/L_med) = 4 sin²(a/(2L_med)).

For a ≪ L_med this goes to zero as (a/L_med)². A thin slab does not radiate like two separate interfaces, because the second face undoes the work of the first before the phase has had time to slip. For a ≫ L_med the cosine varies rapidly with frequency, except close to the frequency where χ = γ^(−2) + θ² and the phase is stationary. Over a broad band of frequencies it averages to zero, leaving the factor 2. An average over angle alone works more slowly, because near θ = 1/γ the phase changes with angle only by an amount of order a/L_vac. At ω = 0.1γω_p, with a equal to ten times L_med at θ = 1/γ, the cosine keeps about half its amplitude after integration over angle. In this average each face counts as one independent interface, although at a single frequency the interference can remain visible. The same argument applies to a vacuum gap between two media, with L_vac in place of L_med.

## 7. The same amplitude from the fields at the surface

The mismatch can be seen in the field that the charge carries. Consider one Fourier component, with transverse wave vector **κ** and time dependence exp(−iωt). In a medium with permittivity ε, the potentials of the moving charge are related by **A** = ε**v**φ, with

φ = e exp(iωz/v) / [vε(κ² + ω²/v² − εω²)].

This follows from (k² − εω²)φ = ρ/ε for a charge density ρ that contains only k_z = ω/v. The bracket is ω²D by the expansions of section 4, so at z = 0, to leading order,

φ_j = C/D_j, C = e/ω².

The electric field is **E** = −i**k**φ + iω**A**. Its component along **κ** is −iκφ. Its component along z is

−i(ω/v)φ + iωεvφ = −i(ω/v)φ(1 − εv²) ≈ −iωφ(D − θ²),

because 1 − εv² = γ^(−2) + χv² ≈ D − θ².

The fields carried by the charge in the two media do not fit together at z = 0. Free waves must make up the difference. Let a₂ be the component along **κ** of a wave going forward in medium 2, and a₁ that of a wave going backward in medium 1. Each wave is perpendicular to its own wave vector, so their z components are −θa₂ and +θa₁.

Continuity of the tangential electric field requires −iκφ₁ + a₁ = −iκφ₂ + a₂, or

a₁ − a₂ = iκ(φ₁ − φ₂).

Continuity of the normal component of ε**E** requires, with ε ≈ 1,

θ(a₁ + a₂) = iω[φ₁(D₁ − θ²) − φ₂(D₂ − θ²)].

The products φ₁D₁ and φ₂D₂ both equal C and cancel. This cancellation does not suffer from setting ε ≈ 1, since the factor 1/ε in φ is removed by the ε in the boundary condition. What remains, divided by θ, is

a₁ + a₂ = −iωθ(φ₁ − φ₂) = −iκ(φ₁ − φ₂).

Adding and subtracting the two conditions gives

a₁ = 0, a₂ = −iκC(1/D₁ − 1/D₂).

At this order there is no backward wave. The forward wave is proportional to the difference of formation lengths, as in (6), and its electric field points along **κ**, in the plane of **k** and **v**.

## 8. The angular distribution

For a sharp interface, (3), (4) and (6) give

|M|² = 4πα θ² (2/ω)² (1/D_vac − 1/D_med)².

The order of the two media does not matter after squaring. Insert this in (1) with d³k = ω² dω dΩ:

dN = [16πα θ²/ω²] (1/D_vac − 1/D_med)² ω² dω dΩ/(16π³ω).

Multiplying by the photon energy and restoring ħ, we obtain the energy W per unit frequency and solid angle:

d²W/(dω dΩ) = (αħ/π²) θ² (1/D_vac − 1/D_med)².   (7)

The wave found in section 7 gives the same result. The energy that crosses a plane is the integral of |**E**|² over time and over the plane. In Fourier space, counting positive frequencies, this is ∫dω/π ∫d²κ/(2π)² |a₂|². With d²κ = ω²dΩ, the density is ω²|a₂|²/(4π³). Since |a₂|² = ω²θ²(4πα/ω⁴)(1/D₁ − 1/D₂)², this equals (7).

Equation (7) applies to a charge leaving the medium and to one entering it. On entry the forward photon is inside the medium, and its density of states differs from the vacuum value by a relative amount of order χ.

The distribution vanishes in the forward direction, because there the velocity has no component along the polarization. Writing the difference in (7) as χ/(D_vac D_med) shows that at large angles the density falls as χ²/θ⁶. When χ ≫ 1/γ², there is a broad range between θ = 1/γ and θ = √χ in which D_med is nearly constant and D_vac ≈ θ². There the density falls only as 1/θ².

The numerical check solves the matching conditions of section 7 without the approximations of small angle and small χ. For γ = 1000, frequencies from 0.1 to 3 times γω_p and angles with (γθ)² from 0.1 to 30, the forward energy per unit d²κ/ω², with θ read as κ/ω, agrees with (7) to a relative 3 × 10⁻⁵, on exit and on entry. Counted per solid angle at the true angle inside the medium, the entry case differs by up to 2 × 10⁻⁴, which is of order χ. For exit, the backward amplitude is at most 8 × 10⁻⁶ of the forward one at these points.

# Second half: energy and photon number

## 9. Symbols and results carried over

A charge with Lorentz factor γ ≫ 1 crosses one interface between vacuum and a medium with plasma frequency ω_p. The light has frequency ω ≫ ω_p and makes a small angle θ with the velocity. The energy emitted per unit frequency and solid angle is

d²W/(dω dΩ) = (αħ/π²) θ² (1/D_vac − 1/D_med)²,

with D_vac = γ^(−2) + θ² and D_med = γ^(−2) + θ² + ω_p²/ω². The formation length in each region is L = 2c/(ωD).

Two dimensionless variables remove γ and ω_p from the integrals:

u = γ²θ², ν = ω/(γω_p).

In terms of them ω_p²/ω² = 1/(γ²ν²), and

D_vac = (1 + u)/γ², D_med = (1 + u + b)/γ², b = 1/ν².

The medium changes the formation length appreciably when b is not small compared with 1 + u. At angles near 1/γ this means ν ≲ 1, so the natural upper end of the spectrum is at ω of order γω_p, far above the plasma frequency.

The amplitude at a sharp interface is proportional to the difference of the formation lengths on its two sides, and this gives the energy emitted per unit frequency and solid angle. What remains is to integrate over angle and frequency to find the total energy, the spectrum and the number of photons.
